# First Born phase shift of an ultrasoft pseudopotential with one projector: a numerical check

```python
"""
Result under test (Hartree atomic units):
    (T + |beta> D <beta|) psi = eps (1 + |beta> q <beta|) psi, eps = k^2/2,
has the first Born phase shift
    tan(delta) = -2 k (D - eps q) B_l(k)^2,
    B_l(k) = integral of r^2 j_l(k r) beta(r) dr.
For the normalized s projector beta = N exp(-a r), N = 2 a^(3/2):
    tan(delta) = -32 a^5 k (D - eps q) / (a^2 + k^2)^4,
and the full value is the Born value divided by 1 + (D - eps q) J, with
J the principal-value matrix element <beta| (T - eps)^(-1) |beta>.
"""
import numpy as np
from scipy.constants import degree
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

a, D, q = 2.0, 0.04, 0.1
N = 2 * a**1.5


def strength(k, D, q):
    return D - 0.5 * k**2 * q


def transform_s(k):
    return 2 * a * N / (a**2 + k**2)**2


def born_s(k, D, q):
    return -32 * a**5 * k * strength(k, D, q) / (a**2 + k**2)**4


def J_s(k):
    s = a**2 + k**2
    return -2 / s - 4 * a**2 / s**2 + 16 * a**4 * (a**2 - k**2) / s**4


def integrated_tan(k, D, q, R=20.0):
    """tan(delta) from outward integration of the s-wave equation.

    u = sin(kr) + c w, where c = <b|u>, b = r beta, w(0) = w'(0) = 0.
    """
    lam = strength(k, D, q)

    def rhs(r, y):
        b = r * N * np.exp(-a * r)
        return [y[1], -k**2 * y[0] + 2 * lam * b,
                b * y[0], b * np.sin(k * r)]

    sol = solve_ivp(rhs, (0, R), [0, 0, 0, 0], method="DOP853",
                    rtol=1e-11, atol=1e-13, max_step=0.5)
    w, dw, b_w, b_sin = sol.y[:, -1]
    c = b_sin / (1 - b_w)
    sn, cs = np.sin(k * R), np.cos(k * R)
    u, du = sn + c * w, k * cs + c * dw
    return (u * cs - du / k * sn) / (u * sn + du / k * cs)


# Normalization and Bessel transform from their defining integrals
norm = quad(lambda r: r**2 * (N * np.exp(-a * r))**2, 0, 30)[0]
assert abs(norm - 1) < 1e-9
for k in (0.25, 0.5, 1.2, 2.0):
    value = quad(lambda r: r**2 * spherical_jn(0, k * r)
                 * N * np.exp(-a * r), 0, 30, limit=200)[0]
    assert abs(value - transform_s(k)) < 1e-8

# J from its spectral definition, a principal-value momentum integral
k = 0.5


def spectral(p):
    return 4 / np.pi * p**2 * transform_s(p)**2 / (p + k)


J_num = quad(spectral, 0, 2, weight="cauchy", wvar=k)[0]
J_num += quad(lambda p: spectral(p) / (p - k), 2, np.inf)[0]
assert abs(J_num - J_s(k)) < 1e-7

# Full s-wave phase shift, from weak to strong coupling and both signs
for D_t, q_t in ((D, q), (1.0, 0.3), (-0.5, 0.1)):
    for k in (0.25, 0.5, 1.2, 2.0):
        full = born_s(k, D_t, q_t) / (1 + strength(k, D_t, q_t) * J_s(k))
        found = integrated_tan(k, D_t, q_t)
        assert abs(found - full) < 1e-7 * (1 + abs(full))

# Scattering length from a slow wave; the remainder is of order k^2
length_born = 32 * D / a**3
length_full = length_born / (1 + 10 * D / a**2)
length_num = -integrated_tan(0.01, D, q) / 0.01
assert abs(length_num / length_full - 1) < 1e-3

# Generalized eigenproblem in a spherical box, basis of free waves
R_box, n_basis = 25.0, 200
x, weight = np.polynomial.legendre.leggauss(800)
r, weight = 0.5 * R_box * (x + 1), 0.5 * R_box * weight


def box_setup(l):
    f = lambda z: spherical_jn(l, z)
    grid = np.arange(0.5, (n_basis + l + 2) * np.pi, 0.1)
    val = f(grid)
    where = np.nonzero(val[:-1] * val[1:] < 0)[0][:n_basis]
    zeros = np.array([brentq(f, grid[i], grid[i + 1], xtol=1e-13)
                      for i in where])
    beta = r**l * np.exp(-a * r)
    beta /= np.sqrt(np.sum(weight * r**2 * beta**2))
    waves = spherical_jn(l, np.outer(zeros / R_box, r))
    waves /= (np.sqrt(R_box**3 / 2)
              * np.abs(spherical_jn(l + 1, zeros)))[:, None]
    return 0.5 * (zeros / R_box)**2, waves @ (weight * r**2 * beta), beta


def box_levels(free, proj, D, q):
    P = np.outer(proj, proj)
    return eigh(np.diag(free) + D * P, np.eye(len(free)) + q * P,
                eigvals_only=True)


level = 3
born_errors = {}
for l in (0, 1, 2):
    free, proj, beta = box_setup(l)
    errors = []
    for scale in (0.1, 0.05):
        eps = box_levels(free, proj, scale * D, scale * q)[level]
        k = np.sqrt(2 * eps)
        tan_box = (spherical_jn(l, k * R_box)
                   / spherical_yn(l, k * R_box))
        B = np.sum(weight * r**2 * spherical_jn(l, k * r) * beta)
        tan_born = -2 * k * scale * (D - eps * q) * B**2
        errors.append(tan_born / tan_box - 1)
    assert abs(errors[0]) < 0.02
    assert abs(errors[0] / errors[1] - 2) < 0.05
    born_errors[l] = errors
    if l == 0:
        # Choose q so that D/q falls on a free level: it must not move,
        # while lower levels rise and higher levels sink.
        moved = box_levels(free, proj, D, D / free[level])
        assert abs(moved[level] - free[level]) < 1e-9
        assert np.all(moved[:level] > free[:level] + 1e-8)
        assert np.all(moved[level + 1:level + 6]
                      < free[level + 1:level + 6] - 1e-8)

# Worked example
k = 0.5
lam, tb, tf = strength(k, D, q), born_s(k, D, q), integrated_tan(k, D, q)
print(f"decay constant a = {a:.1f} bohr^-1")
print(f"D = {D:.3f} hartree")
print(f"q = {q:.3f} (dimensionless)")
print(f"N = {N:.5f} bohr^-3/2")
print(f"k = {k:.2f} bohr^-1")
print(f"eps = {k**2 / 2:.4f} hartree")
print(f"D - eps q = {lam:.5f} hartree")
print(f"B_0(k) = {transform_s(k):.5f} bohr^3/2")
print(f"B_0(k)^2 = {transform_s(k)**2:.5f} bohr^3")
print(f"Born tan(delta) = {tb:.6f} (dimensionless)")
print(f"Born delta = {np.arctan(tb):.6f} rad")
print(f"Born delta = {np.arctan(tb) / degree:.4f} degrees")
print(f"integrated tan(delta) = {tf:.6f} (dimensionless)")
print(f"integrated delta = {np.arctan(tf):.6f} rad")
print(f"J(k) = {J_s(k):.5f} hartree^-1")
print(f"(D - eps q) J = {lam * J_s(k):.5f} (dimensionless)")
print(f"Born/integrated - 1 = {100 * (tb / tf - 1):.3f} percent")
print(f"Born tan(delta) with q = 0: {born_s(k, D, 0):.6f}")
print(f"zero of phase shift: eps = D/q = {D / q:.4f} hartree")
print(f"zero of phase shift: k = {np.sqrt(2 * D / q):.5f} bohr^-1")
print(f"Born scattering length = {length_born:.5f} bohr")
print(f"full scattering length = {length_full:.5f} bohr")
print(f"slow-wave -tan(delta)/k at k=0.01: {length_num:.5f} bohr")
print("k (bohr^-1), D-eps q (hartree), Born tan, integrated tan")
for k in (0.25, 0.5, 0.75, 1.2, 2.0):
    print(f"{k:.2f}  {strength(k, D, q):+.6f}  "
          f"{born_s(k, D, q):+.6f}  {integrated_tan(k, D, q):+.6f}")
print(f"box radius = {R_box:.1f} bohr, {n_basis} basis waves")
print("box test, Born/box - 1 at D,q times 0.1 and times 0.05")
for l, (e1, e2) in born_errors.items():
    print(f"l = {l}: {e1:.3e}  {e2:.3e} (dimensionless)")
print("finished without a failed check")
```

Output:

```
decay constant a = 2.0 bohr^-1
D = 0.040 hartree
q = 0.100 (dimensionless)
N = 5.65685 bohr^-3/2
k = 0.50 bohr^-1
eps = 0.1250 hartree
D - eps q = 0.02750 hartree
B_0(k) = 1.25273 bohr^3/2
B_0(k)^2 = 1.56933 bohr^3
Born tan(delta) = -0.043157 (dimensionless)
Born delta = -0.043130 rad
Born delta = -2.4712 degrees
integrated tan(delta) = -0.041353 (dimensionless)
integrated delta = -0.041329 rad
J(k) = 1.58609 hartree^-1
(D - eps q) J = 0.04362 (dimensionless)
Born/integrated - 1 = 4.362 percent
Born tan(delta) with q = 0: -0.062773
zero of phase shift: eps = D/q = 0.4000 hartree
zero of phase shift: k = 0.89443 bohr^-1
Born scattering length = 0.16000 bohr
full scattering length = 0.14545 bohr
slow-wave -tan(delta)/k at k=0.01: 0.14543 bohr
k (bohr^-1), D-eps q (hartree), Born tan, integrated tan
0.25  +0.036875  -0.034658  -0.032014
0.50  +0.027500  -0.043157  -0.041353
0.75  +0.011875  -0.021047  -0.020843
1.20  -0.032000  +0.044899  +0.044670
2.00  -0.160000  +0.080000  +0.074074
box radius = 25.0 bohr, 200 basis waves
box test, Born/box - 1 at D,q times 0.1 and times 0.05
l = 0: 4.316e-03  2.159e-03 (dimensionless)
l = 1: 3.560e-03  1.780e-03 (dimensionless)
l = 2: 2.626e-03  1.313e-03 (dimensionless)
finished without a failed check
```
